# A model of the Raman phonon's Fano asymmetry in p-type silicon, part 1

(Sections cited here and not found follow in the second part.)

## Fano asymmetry of the Raman phonon in heavily boron-doped silicon

### What symmetry fixes

The zone-centre optical phonon of the diamond lattice is a relative displacement \( \mathbf u=\mathbf u_A-\mathbf u_B \) of the two sublattices. Inversion through a bond centre reverses each displacement and exchanges the sublattices, so \( \mathbf u \) is even. Under the operations that keep the sublattices, \( (u_x,u_y,u_z) \) transform like \( (yz,zx,xy) \). The phonon is therefore a \( T_{2g} \) triplet, and \( u\equiv u_z \) behaves as \( xy \). Light polarized along \( x \) that is scattered into polarization \( y \) couples to operators of \( xy \) symmetry. One such operator is \( u \). The others are bilinear operators of the holes, and the hole operator to which \( u \) couples linearly must have the same \( xy \) symmetry.

Suppose the holes have a continuum of \( xy \) excitations at the phonon energy. A given final state of that continuum is then reached in two ways: the light creates it directly, or the light creates a phonon that decays into it. The first amplitude is smooth in the Raman shift \( \omega \). The second carries a resonance factor \( 1/(\epsilon+i) \), with \( \epsilon \) the detuning in units of the half width. The sum is a linear function of \( \epsilon \) divided by \( \epsilon+i \), so the intensity is proportional to \( |q+\epsilon|^2/(1+\epsilon^2) \) with a dimensionless \( q \). With time-reversal symmetry and transparent conditions for the light, all vertices are real and so is \( q \). The resonant amplitude changes sign across the line and the direct one does not, so the two cancel on one side and add on the other. What remains is to compute \( q \), which turns out to be a ratio of a real part, including the bare phonon amplitude, to an imaginary part of one mixed response function.

Hartree atomic units are used. The carriers are treated as holes, whose vacuum is the filled valence band, so the undoped phonon frequency \( \omega_0 \) already contains the screening by the bonding electrons. The holes are non-interacting Bloch fermions, which presumes a doping well above the metal-insulator transition.

### The two optical vertices

Both amplitudes must be written with the same normalization and sign, and the vector potential provides it. Define the Raman operator \( R \) as the coefficient of \( A_xA_y/c^2 \) in the effective Hamiltonian.

For holes with a matrix band Hamiltonian \( H(\mathbf k) \), minimal coupling shifts \( \mathbf k \) by \( \mathbf A/c \), and the second-order term is \( \frac{1}{2c^2}\sum_{ij}A_iA_j\,\partial_i\partial_jH \). The \( xy \) and \( yx \) terms add, so the coefficient is \( O_\gamma=\sum_{\mathbf k}c^\dagger_{\mathbf k}\,(\partial_x\partial_yH)\,c_{\mathbf k} \). The term linear in \( \mathbf A \) also contributes at second order through states inside the valence manifold. It has the size \( v^2/\omega_L \) with \( v\sim k/m \), smaller than \( 1/m \) by a hole energy over the laser frequency \( \omega_L \), a few per cent here, and it is dropped. This effective-mass vertex holds for \( \omega_L \) well below the direct gap.

For the bound electrons, \( H=\sum(\mathbf p+\mathbf A/c)^2/2+\dots \) gives the coefficient \( \langle\langle p_x;p_y\rangle\rangle_\omega \), since the \( A^2 \) term has no \( xy \) part. The retarded function is
\[
\langle\langle A;B\rangle\rangle_\omega=\sum_n\left[\frac{A_{0n}B_{n0}}{\omega-\omega_n+i0}-\frac{B_{0n}A_{n0}}{\omega+\omega_n+i0}\right],
\]
and a perturbation \( fB \) produces \( \delta\langle A\rangle=\langle\langle A;B\rangle\rangle f \). From \( p=i[H,x] \) follow \( (p_x)_{0n}=-i\omega_nx_{0n} \) and \( (p_y)_{n0}=i\omega_ny_{n0} \). With real products \( x_{0n}y_{n0} \),
\[
\langle\langle p_x;p_y\rangle\rangle=\sum_n 2\omega_n x_{0n}y_{n0}\,\frac{\omega_n^2}{\omega^2-\omega_n^2}
=\sum_n 2\omega_n x_{0n}y_{n0}\left[-1+\frac{\omega^2}{\omega^2-\omega_n^2}\right].
\]
The first sum is the off-diagonal Thomas-Reiche-Kuhn sum, proportional to \( [x,p_y]=0 \). The second is \( \omega^2\langle\langle x;y\rangle\rangle=-\omega^2\alpha_{xy} \), with \( \alpha \) the polarizability of the sample, \( \alpha_{xy}=V\varepsilon_{xy}/4\pi \) for volume \( V \). A displacement gives \( \varepsilon_{xy}=\varepsilon' u \). In the Placzek approximation, where \( \omega_0 \) is small against the distance of \( \omega_L \) from electronic resonances, the energy is \( -\alpha_{xy}E_xE_y \) and each field \( \mathbf E=-\dot{\mathbf A}/c \) brings its own frequency, so \( \omega^2\to\omega_L\omega_S \) with \( \omega_S=\omega_L-\omega_0 \). Hence
\[
R=aVu+O_\gamma,\qquad a=-\frac{\omega_L\omega_S}{4\pi}\,\varepsilon' .
\]
The Stokes intensity is the golden-rule sum \( \sum_n|R_{n0}|^2\delta(\omega-\omega_n) \), which at temperature \( T \) is proportional to \( [1+n(\omega)]S(\omega) \), with \( n \) the Bose factor, \( S=-\mathrm{Im}\,G \) and \( G=\langle\langle R;R\rangle\rangle/V \).

### The coupled response

Let \( \rho \) be the reduced mass of the two atoms divided by the cell volume. The phonon energy is \( V\rho(\dot u^2+\omega_0^2u^2)/2 \) and the coupling is \( uO_g \), with \( O_g \) a hole bilinear. Apply the perturbation \( fRe^{-i\omega t} \) and write \( o=\langle O\rangle/V \). The equation of motion of \( u \), with a friction force \( -2\rho\Gamma_a\dot u \) that stands for anharmonic and isotope damping, is \( \rho\ddot u=-\rho\omega_0^2u-2\rho\Gamma_a\dot u-o_g-fa \), that is
\[
\left[\rho(\omega^2-\omega_0^2)+2i\rho\omega\Gamma_a\right]u=o_g+fa .
\]
The holes feel \( uO_g+fO_\gamma \). The zero-point fluctuation of one mode is \( \langle u^2\rangle=1/(2\rho V\omega_0) \), which vanishes as \( 1/V \), so \( u \) may be replaced by its mean. The effect of all other phonon modes on the holes is a separate matter and is neglected. With \( \chi_{\alpha\beta}=\langle\langle O_\alpha;O_\beta\rangle\rangle/V \) of the holes alone,
\[
o_g=\chi_{gg}u+\chi_{g\gamma}f,\qquad o_\gamma=\chi_{\gamma g}u+\chi_{\gamma\gamma}f .
\]
For two time-even operators \( \chi_{g\gamma}=\chi_{\gamma g} \). Inserting \( o_g \) gives \( u=f(a+\chi_{\gamma g})/\mathcal D \), and \( Gf=au+o_\gamma \) gives
\[
G=\chi_{\gamma\gamma}+\frac{(a+\chi_{\gamma g})^2}{\mathcal D},\qquad
\mathcal D=\rho(\omega^2-\omega_0^2)+2i\rho\omega\Gamma_a-\chi_{gg}.
\]
The function \( \chi_{gg} \) is the phonon self-energy, \( \chi_{\gamma\gamma} \) the electronic Raman continuum, and the mixed response \( \chi_{\gamma g} \) dresses the amplitude with which light drives the phonon.

Define real quantities by
\[
\mathcal D=W(\epsilon+i),\quad a+\chi_{\gamma g}=A-iB,\quad C=-\mathrm{Im}\,\chi_{\gamma\gamma},
\]
so that \( W=-\mathrm{Im}\,\chi_{gg}+2\rho\omega\Gamma_a>0 \), \( \epsilon=[\rho(\omega^2-\omega_0^2)-\mathrm{Re}\,\chi_{gg}]/W \), \( A=a+\mathrm{Re}\,\chi_{\gamma g} \) and \( B=-\mathrm{Im}\,\chi_{\gamma g} \). Multiplying above and below by \( \epsilon-i \), the numerator is \( (A^2-B^2-2iAB)(\epsilon-i) \), whose imaginary part is \( -(A^2-B^2)-2AB\epsilon \). Therefore
\[
S=C+\frac{A^2-B^2+2AB\epsilon}{W(1+\epsilon^2)} .
\]
With \( q=A/B \) the numerator is \( B^2(q^2-1+2q\epsilon)=B^2[(q+\epsilon)^2-(1+\epsilon^2)] \), and
\[
S=C-\frac{B^2}{W}+\frac{B^2}{W}\,\frac{(q+\epsilon)^2}{1+\epsilon^2},\qquad
q=-\frac{a+\mathrm{Re}\,\chi_{\gamma g}(\omega)}{\mathrm{Im}\,\chi_{\gamma g}(\omega)} .
\]
This is exact within the model, with \( q,\epsilon,B,C,W \) functions of \( \omega \). The constant-parameter Fano profile results from evaluating \( q,B,C,W \) at the renormalized frequency \( \Omega \), defined by \( \epsilon(\Omega)=0 \), and setting \( \epsilon=(\omega-\Omega)/\Gamma \). Because the numerator of \( \epsilon \) vanishes at \( \Omega \), the half width is
\[
\Gamma=\left(\frac{d\epsilon}{d\omega}\right)^{-1}_{\Omega}=\frac{W}{2\rho\Omega-\partial_\omega\mathrm{Re}\,\chi_{gg}} .
\]
The approximation needs \( \chi \) to be smooth over a few \( \Gamma \), and over the ranges \( |q|\Gamma \) and \( \Gamma/|q| \) that separate the dip and the maximum from \( \Omega \).

The only term odd in \( \epsilon \) is \( 2AB\epsilon \). A continuum that damps the phonon but is invisible to light has \( B=0 \) and gives \( A^2/[W(1+\epsilon^2)] \), with no interference term. This is a symmetric Lorentzian as long as \( A \), \( W \) and \( d\epsilon/d\omega \) vary little across the line, and a broad line acquires a residual asymmetry from their variation. The derivative of \( F=(q+\epsilon)^2/(1+\epsilon^2) \) is \( 2(q+\epsilon)(1-q\epsilon)/(1+\epsilon^2)^2 \), so \( F=0 \) at \( \epsilon=-q \) and \( F=1+q^2 \) at \( \epsilon=1/q \). Positive \( q \) puts the dip below the phonon and the tail above it. The area of the phonon feature above the continuum is \( \pi\Gamma(B^2/W)(q^2-1) \), since the odd term integrates to zero over a symmetric range, and it is negative for \( |q|<1 \).

The intensity left at the bottom of the dip is \( C-B^2/W \). Each \( -\mathrm{Im}\,\chi_{\alpha\beta} \) is a sum over the same transitions at energy \( \omega \), with positive weights, of the products of the matrix elements of \( O_\alpha \) and \( O_\beta \). The Cauchy-Schwarz inequality gives \( B^2\le C\,W_e \) with \( W_e=-\mathrm{Im}\,\chi_{gg}\le W \), so \( S\ge0 \). Equality needs the two vertices to be proportional on all resonant transitions, and \( \Gamma_a=0 \). A dark decay channel enters only the denominator \( \mathcal D \): its imaginary part adds to \( W \), which broadens the line and fills the dip, its real part (absent for the friction term) shifts \( \Omega \), and the function \( q(\omega) \) is unchanged. At full interference, \( S\propto F \) and
\[
\frac{S(\Omega+\Gamma)-S(\Omega-\Gamma)}{S(\Omega+\Gamma)+S(\Omega-\Gamma)}=\frac{(q+1)^2-(q-1)^2}{(q+1)^2+(q-1)^2}=\frac{2q}{1+q^2}.
\]

### Why light and phonon see the same continuum

The top of the valence band is a \( j=3/2 \) quartet. In the spherical Luttinger model,
\[
H(\mathbf k)=\left(\gamma_1+\tfrac52\gamma\right)\frac{k^2}{2}-\gamma(\mathbf k\cdot\mathbf J)^2=\frac{\gamma_1k^2}{2}+\gamma k^2N,\qquad N=\tfrac54-(\hat{\mathbf k}\cdot\mathbf J)^2 .
\]
\( N \) equals \( -1 \) for projection \( \pm3/2 \) along \( \mathbf k \) (heavy holes, \( 1/m_h=\gamma_1-2\gamma \)) and \( +1 \) for \( \pm1/2 \) (light holes, \( 1/m_l=\gamma_1+2\gamma \)). The separation is \( \Delta_k=2\gamma k^2 \).

The sixteen Hermitian \( 4\times4 \) matrices divide into tensors of rank 0, 1, 2, 3 in \( \mathbf J \), and time reversal \( \mathbf J\to-\mathbf J \) leaves ranks 0 and 2 even. An \( xy \) object is odd under a fourfold rotation about \( z \) and odd under a twofold rotation about \( x \). Among \( 1,\ 3z^2-r^2,\ x^2-y^2,\ xy,\ yz,\ zx \), the first condition keeps \( x^2-y^2 \) and \( xy \), and the second keeps \( xy \). A rank-3 matrix of type \( z(x^2-y^2) \) passes both conditions but is time-odd. A static displacement is time-even, so a \( k \)-independent coupling can only be \( O_g=D\,O_M \), with \( O_M=\sum_{\mathbf k}c^\dagger_{\mathbf k}Mc_{\mathbf k} \), \( M=\{J_x,J_y\}/\sqrt3 \) and an optical deformation potential \( D \). The optical vertex is the same matrix: the \( k_xk_y \) term of \( H \) is \( -\gamma k_xk_y\{J_x,J_y\} \), so \( \partial_x\partial_yH=g_RM \) with \( g_R=-\sqrt3\gamma \). With \( \chi=\langle\langle O_M;O_M\rangle\rangle/V \),
\[
\chi_{gg}=D^2\chi,\qquad\chi_{\gamma g}=g_RD\chi,\qquad\chi_{\gamma\gamma}=g_R^2\chi ,
\]
and \( B^2=CW_e \). In this model the interference is complete apart from \( \Gamma_a \).

The matrix elements follow from traces. Since \( J_\pm^2=J_x^2-J_y^2\pm i\{J_x,J_y\} \), \( M=(J_+^2-J_-^2)/(2\sqrt3\,i) \). The ladder elements are \( \sqrt3,2,\sqrt3 \), so \( J_+^2 \) connects \( -3/2\to1/2 \) and \( -1/2\to3/2 \), each with \( 2\sqrt3 \). In each of the two pairs \( M \) is the Pauli matrix \( \sigma_y \), so \( M^2=1 \). In the same pairs \( (J_x^2-J_y^2)/\sqrt3=\sigma_x \) and \( J_z^2-5/4=\pm\sigma_z \). Any rank-2 matrix, rotated to its principal axes, is a combination of these two anticommuting matrices and squares to a multiple of the identity. Then \( \{N,M\}=(N+M)^2-N^2-M^2 \) is also such a multiple, \( \{N,M\}=2d \) with \( d=\mathrm{Tr}(NM)/4 \). Only the \( xy \) part of \( N \), which is \( -\sqrt3\,\hat k_x\hat k_yM \), survives the trace with \( M \), so \( d=-\sqrt3\,\hat k_x\hat k_y \). From \( NM=2d-MN \) and \( N^2=M^2=1 \) follows \( NMNM=2dNM-1 \), with trace \( 8d^2-4 \). With projectors \( P_{h,l}=(1\mp N)/2 \) and \( \mathrm{Tr}N=\mathrm{Tr}M=0 \),
\[
\mathrm{Tr}P_hMP_lM=\tfrac14[4-(8d^2-4)]=2(1-d^2),\qquad \mathrm{Tr}P_hMP_hM=\tfrac14[4+(8d^2-4)]=2d^2 ,
\]
and \( \mathrm{Tr}P_hM=-2d \). On the sphere \( \langle\hat k_x^4\rangle=1/5 \), and \( 1=3\langle\hat k_x^4\rangle+6\langle\hat k_x^2\hat k_y^2\rangle \) gives \( \langle\hat k_x^2\hat k_y^2\rangle=1/15 \), so \( \langle d^2\rangle=1/5 \). The interband weight averages to \( 8/5 \) and each intraband weight to \( 2/5 \). The average of \( d \) is zero, so \( O_M \) does not mix with the hole density at long wavelength and the Coulomb interaction does not screen it at the Hartree (random-phase) level. Exchange between the holes can still modify the response and is neglected here.

### The intervalence response

At \( T=0 \) heavy holes fill to \( k_h=\sqrt{2m_hE_F} \) and light holes to \( k_l=\sqrt{2m_lE_F} \). A vertical transition needs an occupied heavy and an empty light state, \( k_l<k<k_h \). With \( \sum_{\mathbf k}/V=\int k^2dk/2\pi^2 \) after the angular average,
\[
\chi(\omega)=\frac85\int_{k_l}^{k_h}\frac{k^2dk}{2\pi^2}\,\frac{2\Delta_k}{(\omega+i0)^2-\Delta_k^2}.
\]
Put \( \omega=2\gamma s^2 \). The imaginary part comes from \( -\pi\delta(\omega-\Delta_k) \) with \( d\Delta/dk=4\gamma k \), which gives \( -\pi\cdot\frac85\cdot\frac{s^2}{2\pi^2}\cdot\frac{1}{4\gamma s} \), or
\[
\mathrm{Im}\,\chi=-\frac{s}{5\pi\gamma}\quad(k_l<s<k_h),
\]
and zero otherwise. For the real part, \( 2\Delta_k/(\omega^2-\Delta_k^2)=k^2/[\gamma(s^4-k^4)] \), and
\[
\frac{k^4}{s^4-k^4}=-1+\frac{s^2}{2}\left[\frac{1}{s^2-k^2}+\frac{1}{s^2+k^2}\right].
\]
The principal-value integrals are \( \frac{1}{2s}\ln\left|\frac{s+k}{s-k}\right| \) and \( \frac1s\arctan\frac ks \), so
\[
\mathrm{Re}\,\chi=\frac{4}{5\pi^2\gamma}\left[\Phi(k_h)-\Phi(k_l)\right],\qquad
\Phi(k)=-k+\frac s4\ln\left|\frac{s+k}{s-k}\right|+\frac s2\arctan\frac ks .
\]
The real part diverges logarithmically at the edges, to \( -\infty \) at the lower one and \( +\infty \) at the upper one, and temperature or disorder rounds both. Near an edge the constant-\( q \) form fails. The edges are \( 2\gamma k_l^2=E_F(1-m_l/m_h) \) and \( 2\gamma k_h^2=E_F(m_h/m_l-1) \). At low doping the whole continuum lies below \( \omega_0 \) and \( B=0 \). As long as its upper edge stays well below \( \omega_0 \), the line is a Lorentzian of half width close to \( \Gamma_a \). This sharp threshold belongs to the \( T=0 \) four-band model. At finite temperature the thermally occupied heavy-hole states give a continuum at \( \omega_0 \) whose weight is proportional to the density at low doping, so \( |\mathrm{Im}\,\chi| \) is small, \( |q| \) is large and the asymmetry is weak until the doping is heavy.

Inserting \( B=-g_RD\,\mathrm{Im}\chi=-\sqrt3\gamma D|\mathrm{Im}\chi| \),
\[
q=\frac{\omega_L\omega_S\,\varepsilon'}{4\pi\sqrt3\,\gamma D\,|\mathrm{Im}\,\chi|}+\frac{\mathrm{Re}\,\chi}{|\mathrm{Im}\,\chi|}.
\]
The first term depends on \( \varepsilon'/D \), which is unchanged by the convention \( u\to-u \). Its sign is a property of the crystal that the band model does not supply. The second term is the value \( q \) would have if light reached the phonon only through virtual hole transitions, and it is fixed by the shape of the continuum. For vertical transitions only the first term depends on the laser, and \( \Omega \) and \( \Gamma \) do not. The photon momentum adds a weaker dependence through \( \chi \), estimated in the example below.

This part has derived the Fano line shape and an expression for \( q \), with the hole response in closed form for vertical transitions at \( T=0 \) in the spherical four-band model. It remains to show why intraband excitations drop out, to put numbers to the result, and to see what changes with silicon's small spin-orbit splitting and warped bands.
